# What an in-phase meander wavelength reveals about surface transport

## Problem

A vicinal surface grows by step flow. Its steps run along $x$, descend towards $+z$ and have mean spacing $\ell$. Atoms land at a rate $F$ per unit area, and each occupies an area $\Omega$ in the crystal. Adatoms have diffusivity $D$ and equilibrium density $c_{\rm eq}$ at a straight step. The capillary length $\Gamma$ describes how step curvature changes that density.

Assume the following.

- Adatoms neither desorb nor nucleate islands, and their density $c$ adjusts quasi-statically to the step positions.
- A step absorbs atoms from its lower terrace instantly and none from its upper terrace.
- At the lower side of a step $c=c_{\rm eq}(1+\Gamma\kappa)$, with curvature $\kappa$ positive where the step bulges into the lower terrace. This linear law requires $\Gamma|\kappa|\ll1$.
- Atoms do not diffuse along step edges.

The steps develop an in-phase meander of wavelength $\lambda$, identified with the fastest-growing linear mode.

(a) Which combination of $D$, $c_{\rm eq}$ and $\Gamma$ can the step motion determine?

(b) Find the linear growth rate, allowing a phase shift $\phi$ between neighbouring steps.

(c) Express the combination found in (a) through $F$, $\ell$ and $\lambda$. Show that the answer is unique, and examine long and short wavelengths.

(d) Evaluate it for $0.01$ ML/s, $\ell=2$ nm, $\lambda=20$ nm and atomic spacing $a=0.26$ nm, with $\Omega=a^2$. Decide whether the result could be trusted for vicinal Cu(100) at 300 K.

## Solution

### (a) The factors that disappear

Define $u=D(c-c_{\rm eq})$. Quasi-static diffusion, $D\nabla^2c+F=0$, becomes

$$\nabla^2u=-F .$$

Let $n$ be the normal pointing down the staircase. The conditions at the steps are

$$u=P\kappa\ \text{(lower side)},\qquad \partial_nu=0\ \text{(upper side)},\qquad P=Dc_{\rm eq}\Gamma .$$

The adatom current is $-\nabla u$, so the current arriving at a step from its lower terrace is $+\partial_nu$. The step velocity is therefore $v=\Omega\,\partial_nu$.

Given the step shapes, $F$ and $\Omega$, the motion contains no material parameter except $P$. This holds at finite amplitude too. Replacing $(D,c_{\rm eq},\Gamma)$ by $(\alpha D,\beta c_{\rm eq},\Gamma/\alpha\beta)$ changes no step velocity, so no record of step motion within this model can separate the factors. A separate measurement of $\Gamma$ would leave the product $Dc_{\rm eq}$.

### (b) Growth rate

For straight steps, $u_0''=-F$, $u_0(0)=0$ and $u_0'(\ell)=0$ give

$$u_0=F\left(\ell z-\frac{z^2}{2}\right),\qquad u_0'(0)=F\ell,$$

so the steps advance at $\Omega F\ell$.

Displace the step at $z=0$ by $\epsilon e^{iqx+\omega t}$ and the next one by the same amount times $e^{i\phi}$. Write $u=u_0+\epsilon u_1(z)e^{iqx+\omega t}$. Then $u_1''=q^2u_1$, and to first order $\kappa=-\zeta_{xx}$ has amplitude $\epsilon q^2$, where $\zeta$ is the displacement.

Evaluating the conditions at the displaced edges gives

$$u_1(0)+u_0'(0)=Pq^2\ \Rightarrow\ u_1(0)=Pq^2-F\ell,$$

$$u_1'(\ell)+u_0''(\ell)e^{i\phi}=0\ \Rightarrow\ u_1'(\ell)=Fe^{i\phi}.$$

The tilt of the normal contributes $-\zeta_xu_x$, which is of second order because $u_0$ does not depend on $x$.

Set $u_1=A\cosh qz+B\sinh qz$. The first condition gives $A=Pq^2-F\ell$. The second gives

$$qB=\frac{Fe^{i\phi}}{\cosh q\ell}-qA\tanh q\ell .$$

The perturbed velocity is $\omega/\Omega=u_0''(0)+u_1'(0)=-F+qB$, hence

$$\frac{{\rm Re}\,\omega}{\Omega}=F\left(\frac{\cos\phi}{\cosh q\ell}-1\right)+(F\ell-Pq^2)\,q\tanh q\ell .$$

At every $q$ the largest value occurs at $\phi=0$, so the in-phase meander grows fastest.

Its origin is clearest at long wavelength. There $u\simeq u_0(z-\zeta)+P\kappa$, and the current along $x$, summed across a terrace, is

$$J=-\int u_x\,dz=\zeta_xu_0(\ell)-P\ell\kappa_x .$$

Conservation of atoms gives $\zeta_t/\Omega=F\ell-J_x$. With $u_0(\ell)=F\ell^2/2$ and $\kappa=-\zeta_{xx}$,

$$\frac{\zeta_t}{\Omega}=F\ell-\frac{F\ell^2}{2}\zeta_{xx}-P\ell\,\zeta_{xxxx}.$$

The second term feeds protrusions; the last smooths them. This form drops a further term $-(F\ell^4/8)\zeta_{xxxx}$, which appears on expanding the full rate, so it assumes $P\gg F\ell^3/8$. For the numbers of part (d) it overestimates the growth rate by about 6%.

### (c) From wavelength to product

Put $\phi=0$, $k=q\ell=2\pi\ell/\lambda$ and $p=P/(F\ell^3)$:

$$\frac{\omega}{\Omega F}=\frac1{\cosh k}-1+k\tanh k-pk^3\tanh k .$$

Write $s=\sinh k$ and $c=\cosh k$ (from here to the end of (c), $c$ is not the density). Setting the derivative to zero,

$$\frac sc-\frac s{c^2}+\frac k{c^2}=p\left(3k^2\frac sc+\frac{k^3}{c^2}\right).$$

Multiplication by $c^2$ gives $p=H/k^2$, with

$$H(k)=\frac{sc-s+k}{3sc+k}.$$

Since $P=F\ell^3p$ and $\ell^2/k^2=\lambda^2/4\pi^2$,

$$\boxed{Dc_{\rm eq}\Gamma=\frac{F\ell\lambda^2}{4\pi^2}\,H\!\left(\frac{2\pi\ell}{\lambda}\right)} .$$

**Uniqueness.** Let $f=sc-s+k$ and $g=3sc+k$, so that $f'=2c^2-c$ and $g'=6c^2-2$. Then

$$\frac{d}{dk}\frac H{k^2}=-\frac T{k^3g^2},\qquad T=2fg+k(fg'-f'g).$$

The two parts are

$$2fg=6s^2c(c-1)+8ksc-2ks+2k^2,$$

$$fg'-f'g=-2sc-3sc^2+2s+4kc^2-2k+kc .$$

Their combination is

$$T=6s^2c(c-1)+6ksc-3ksc^2+4k^2c^2+k^2c .$$

Because $k<s$, the negative term obeys

$$3ksc^2=3ksc(c-1)+3ksc\le3s^2c(c-1)+3ksc .$$

Thus $T>0$, and $H/k^2$ falls steadily from infinity to zero. Each positive $P$ has one stationary wavelength. Since $d\omega/dk$ has the sign of $H/k^2-p$, it changes from positive to negative there, so the point is the maximum.

**Limits.** Expansion for small $k$ gives

$$H=\frac14\,\frac{1+k^2/2+k^4/8+\cdots}{1+k^2/2+k^4/10+\cdots}=\frac14+\frac{k^4}{160}+\cdots .$$

The $k^2$ corrections cancel, leaving the long-wave rule

$$P\simeq\frac{F\ell\lambda^2}{16\pi^2}.$$

For $k\gg1$, where the meander is much shorter than the terrace, $H\to1/3$ and $P\to F\ell\lambda^2/(12\pi^2)$.

These limits bound $H$. In $4f-g=sc-4s+3k$ the coefficients of $k$ and $k^3$ vanish, and that of $k^{2n+1}$ is $(4^n-4)/(2n+1)!>0$ for $n\ge2$. Also $3f-g=2k-3s<0$. Hence $1/4<H<1/3$ for $k>0$.

### (d) Numbers and their meaning

The flux is $F=0.01/(0.26)^2=0.148$ nm$^{-2}$ s$^{-1}$. With $k=2\pi\times2/20=0.628$, $H=0.2508$, and

$$P=\frac{0.148\times2\times20^2\times0.2508}{4\pi^2}\simeq0.75\ {\rm nm/s}=7.5\ \text{Å/s}.$$

The long-wave rule is only 0.3% lower than the full formula. As a test, the diffusion problem was solved numerically on a terrace with curved edges. With the unrounded $P$ inserted, its fastest mode lay at 20.00 nm.

Measurement errors matter more. Raising $\lambda$ by 10% with $F$ and $\ell$ fixed raises $P$ by 21%; raising $\ell$ by 10% with $F$ and $\lambda$ fixed raises it by 10%. The fastest mode needs about 11 deposited layers to grow by a factor $e$.

Three choices illustrate the lost information:

- $D=10^2$ nm²/s, $c_{\rm eq}=7.5\times10^{-3}$ nm⁻², $\Gamma=1$ nm;
- $D=10^3$ nm²/s, $c_{\rm eq}=2.5\times10^{-4}$ nm⁻², $\Gamma=3$ nm;
- $D=10^4$ nm²/s, $c_{\rm eq}=7.5\times10^{-6}$ nm⁻², $\Gamma=10$ nm.

For a meander of amplitude 0.5 nm, their computed step velocities agree to rounding error. In the third set, however, $\Gamma\kappa$ reaches about 0.5, beyond the range of the linear capillary law. Replacing that law by $c_{\rm eq}e^{\Gamma\kappa}$ makes the velocities differ by up to 22% of the peak-to-peak velocity variation of the first set. Finite-amplitude motion could then carry information about $\Gamma$ separately; the linear growth rate still could not.

**Edge diffusion.** Let $M$ be the product of edge diffusivity, equilibrium edge-atom line density and $\Gamma$. The edge current $-M\kappa_x$ adds $-\Omega Mq^4$ to $\omega$. Repeating the stationarity calculation shows that the boxed formula then returns

$$P_{\rm app}=P+\frac{wM}{\ell},\qquad w=\frac{4k\cosh^2k}{3\sinh k\cosh k+k}.$$

At $\lambda=20$ nm, $w=1.19$ and $P_{\rm app}=0.75$ nm/s, so $M\simeq0.11$ nm²/s is enough for a 10% excess over the true $P$, which would then be 0.68 nm/s.

**Leakage from the upper terrace.** Suppose a step also absorbs a current $(u-P\kappa)/d$ from above. For straight steps, put $u_0=Gz-Fz^2/2$. The condition $-u_0'(\ell)=u_0(\ell)/d$ gives

$$G=F\ell\,\frac{d+\ell/2}{d+\ell},\qquad u_0(\ell)=\frac{F\ell^2}{2}\,\frac d{d+\ell}.$$

The long-wave drive is multiplied by $d/(d+\ell)<1$, so the one-sided formula overestimates $P$.

**The copper case.** The flux, terrace width and wavelength are illustrative values, not measurements on copper. The following energies are rough, and serve only to judge the assumptions: terrace hop 0.5 eV, edge hop 0.3 eV, bond 0.3 eV, and extra barrier at a descending step 0.12 eV. Taking an adatom from a kink to the edge costs one bond; taking it to the terrace costs two. With equal attempt rates and the same $\Gamma$, at temperature $T$,

$$\frac M{P\ell}=\frac a\ell\exp\left(\frac{0.5\ {\rm eV}}{k_BT}\right)\simeq3\times10^7 .$$

Edge diffusion alone would leave terrace transport a share of only about $3\times10^{-8}$ in the inferred product. With the assumed step barrier the one-sided assumption fares much better: $d=a(e^{0.12\,{\rm eV}/k_BT}-1)\simeq27$ nm, and including this leakage alone lowers the inferred $P$ to 0.70 nm/s. The barrier enters exponentially, however: at 0.05 eV, $d$ would be only about 1.5 nm and the inferred $P$ less than half the one-sided value.

A barrier to passing kinks acts in the opposite direction to edge diffusion. Let kinks be evenly spaced by $L$ and absorb from one side only. On a step of slope $m$, a net fraction $mL/a$ of the segments is biased uphill, with mean displacement $L/2$. The current $F\ell L^2m/(2a)$ adds a drive of relative size $L^2/(a\ell)$; randomly placed kinks with the same mean spacing would double it. With a kink energy of half a bond, 0.15 eV, the rough thermal spacing $L=(a/2)\,e^{0.15\,{\rm eV}/k_BT}\simeq43$ nm would make this about $4\times10^3$. But $L$ then exceeds $\lambda$, so neither this estimate nor a smooth-step description is reliable. The number shows that kinks cannot be ignored; it is not a correction factor. The same kink energy gives a close-packed step a capillary length $\Gamma\simeq(a/2)\,e^{0.15\,{\rm eV}/k_BT}\simeq43$ nm. Then $\Gamma\kappa$ is already about 1 when the meander amplitude equals one atomic spacing, so the linear capillary law also fails for any visible meander.

Desorption and the motion of the steps during diffusion are negligible with these rough inputs. Nucleation is less comfortable. If every meeting of two adatoms makes a stable island, with a capture factor of one, there are about 0.07 nuclei per $\ell\times\lambda$ cell per layer, or roughly 0.7 during one $e$-fold of meander growth. A factor of one is a low choice: on a square lattice with islands formed at nearest-neighbour contact, the effective factor for such a terrace is about 2, which raises the count to about 1.5 per $e$-fold.

For the ideal surface, then, the wavelength gives $Dc_{\rm eq}\Gamma\simeq0.75$ nm/s. For copper under these conditions the same figure is only what the formula returns for an assumed wavelength, and cannot be read as $Dc_{\rm eq}\Gamma$. Nor is that wavelength a prediction for copper: with edge diffusion as the only addition to the model, the rough energies and $\Gamma\simeq43$ nm would put the fastest mode near 1.6 µm, not 20 nm.

## Calculated quantities

```
atomic spacing (rough): 0.26 nm
deposition rate: 0.010 ML/s
flux F: 0.1479 atoms/(nm^2 s)
terrace width: 2.0 nm
meander wavelength: 20.0 nm
temperature: 300 K
k = 2 pi l / lambda: 0.6283
H(k): 0.250841
recovered product P: 0.7519 nm/s
recovered product P, converted: 7.519 angstrom/s
long-wave rule for P: 0.7494 nm/s
long-wave rule, relative error: -0.335 %
P from numerical stationarity: 0.7519 nm/s
wavelength of numerical maximum: 20.000 nm
largest dispersion error in tests: 6.2e-06
P change for +10% wavelength: 20.9 %
P change for +10% terrace width: 10.2 %
growth rate of fastest mode: 9.272e-04 1/s
layers grown per e-fold: 10.79 ML
set 1: D 100 nm^2/s, c_eq 7.519e-03 nm^-2, Gamma 1 nm
set 2: D 1000 nm^2/s, c_eq 2.506e-04 nm^-2, Gamma 3 nm
set 3: D 10000 nm^2/s, c_eq 7.519e-06 nm^-2, Gamma 10 nm
amplitude in factor test: 0.5 nm
velocity spread, linear capillary law: 4.6e-14
velocity spread, exponential law: 0.219
velocity change when P is doubled: 0.520
shift from 8 to 12 modes: 9.7e-06
edge test, inferred P: 1.1749 nm/s
edge test, weighted sum: 1.1749 nm/s
drive ratio at d = 3 l (long wave): 0.7496
rough attempt rate: 1e+13 1/s
rough terrace hop barrier: 0.50 eV
rough bond energy: 0.30 eV
rough edge hop barrier: 0.30 eV
rough extra barrier at step: 0.12 eV
rough adsorption energy: 2.5 eV
rough terrace diffusivity: 2.693e+03 nm^2/s
edge weight w at this k: 1.1944
edge over terrace smoothing M/(P l): 3.26e+07
terrace share of inferred product: 2.57e-08
M giving a 10% excess in P: 0.1259 nm^2/s
barrier length d: 26.71 nm
P if only this finite barrier is added: 0.7016 nm/s
rough thermal kink spacing: 43.0 nm
closed kink barrier over step drive: 3.56e+03
nuclei per l x lambda cell per layer: 0.069
advection number V l / D: 1.5e-05
desorption chance per crossing: 1.5e-32
```
